# Critical Intrinsic Angle Between Wenzel and Cassie-Baxter Wetting of Patterned Dielectrics

## Definitions and conventions

A rigid solid carries a periodic relief. Its roughness $r$ is the true solid area divided by the projected area. The tops of the relief are flat, lie at one height and cover a fraction $f$ of the projected area, with $0<f<1$ and $r>1$.

Let $\gamma_{SV}$, $\gamma_{SL}$ and $\gamma$ be the solid-gas, solid-liquid and liquid-gas interface energies per area. The intrinsic contact angle $\theta$, measured through the liquid, is defined by Young's equation,
$$\gamma\cos\theta=\gamma_{SV}-\gamma_{SL}.$$
Wetting a dry solid area $A$ therefore changes the energy by $(\gamma_{SL}-\gamma_{SV})A=-\gamma A\cos\theta$. This is a cost when $\theta>90^\circ$.

Two states are compared. In the Wenzel state the liquid touches the whole solid. In the Cassie-Baxter state it touches the tops and is suspended over the gaps, which hold gas. Their energies per projected area, relative to the dry solid, are $e_W$ and $e_C$.

**Assumptions.** The solid has one intrinsic angle. Liquid and gas have equal pressure, so the suspended menisci are flat. Contact lines carry no energy of their own. The drop is much larger than the period, so the liquid volume inside the relief and the special conditions at the drop's rim are negligible.

## Theorem 1: the critical angle

*The two states have equal energy at*
$$\boxed{\cos\theta_c=-\frac{1-f}{r-f}}$$
*This angle lies between $90^\circ$ and $180^\circ$. The Cassie-Baxter state has the lower energy for $\theta>\theta_c$, the Wenzel state for $\theta<\theta_c$.*

**Proof.** Per unit projected area, the Wenzel state wets a solid area $r$:
$$e_W=-r\gamma\cos\theta .$$
The Cassie-Baxter state wets an area $f$ and creates a meniscus of area $1-f$:
$$e_C=-f\gamma\cos\theta+(1-f)\gamma .$$
Subtraction gives
$$e_W-e_C=-\gamma\left[(r-f)\cos\theta+(1-f)\right].\tag{1}$$
Setting the bracket to zero gives the stated cosine. Since $r>1>f$, we have $0<1-f<r-f$, so the cosine lies strictly between $-1$ and $0$. As $\theta$ increases, $\cos\theta$ falls. Because $r-f>0$, the bracket falls with it and $e_W-e_C$ rises through zero at $\theta_c$. ∎

**Meaning.** Going from the suspended to the wetted state destroys a meniscus area $1-f$ and wets a further solid area $r-f$. Thus $|\cos\theta_c|$ is the meniscus area lost divided by the solid area newly wetted. The surface tension cancels. So does the contact angle of the tops, which are wet in both states; the angle that matters is that of the walls and floor.

**Limits.** If $r\to1$ at fixed $f$, there is almost no wall to wet and $\theta_c\to180^\circ$. If $r\to\infty$ at fixed $f$, then $\theta_c\to90^\circ$.

**Two other shapes.** Take a square period of 8 by 8 length units. A pillar of 3 by 3 units and height 5 leaves a meniscus of $64-9=55$. Full wetting adds the floor, 55, and the walls, $12\times5=60$. Hence $\cos\theta_c=-55/115$ and $\theta_c=118.6^\circ$. A pit of 4 by 4 units and depth 7 loses a meniscus of 16 and wets $16+16\times7=128$, so $\cos\theta_c=-1/8$ and $\theta_c=97.2^\circ$.

## Lemma 2: a drop of fixed volume

*Let a spherical-cap drop rest on a surface with base energy $e$ per projected area, $|e|<\gamma$. Its equilibrium apparent angle $\theta^*$ obeys $\cos\theta^*=-e/\gamma$, and a lower $e$ gives a lower total energy.*

**Proof.** Let the cap have base radius $a$, height $b$ and $q=a^2$. Then
$$A_{\rm cap}=\pi(q+b^2),\qquad A_{\rm base}=\pi q,\qquad V=\frac{\pi b(3q+b^2)}6 .$$
Fixed volume requires $3b\,dq+(3q+3b^2)\,db=0$, so $db=-b\,dq/(q+b^2)$. Therefore
$$dA_{\rm cap}=\pi(dq+2b\,db)=\frac{q-b^2}{q+b^2}\,dA_{\rm base}.$$
For a sphere of radius $R$ and apparent angle $\phi$, $a=R\sin\phi$ and $b=R(1-\cos\phi)$. These give $q+b^2=2R^2(1-\cos\phi)$ and $q-b^2=2R^2\cos\phi(1-\cos\phi)$, so the fraction equals $\cos\phi$. The total energy $G=\gamma A_{\rm cap}+eA_{\rm base}$ obeys
$$\frac{dG}{dA_{\rm base}}=\gamma\cos\phi+e .$$
When the base grows at fixed volume, $b$ falls and $\cos\phi=(q-b^2)/(q+b^2)$ rises. The derivative thus changes from negative to positive at $\cos\phi=-e/\gamma$, which is the minimum.

For the order of energies, let $e_1<e_2$. Use the equilibrium shape for $e_2$, with base area $A_2$, as a trial shape for $e_1$:
$$G_{\min}(e_1)\le G_{\min}(e_2)-(e_2-e_1)A_2<G_{\min}(e_2).\qquad∎$$

For $r|\cos\theta|<1$, both $e_W$ and $e_C$ meet the condition $|e|<\gamma$. Inserting them gives the two apparent-angle laws
$$\cos\theta_W^*=r\cos\theta,\qquad \cos\theta_C^*=f\cos\theta-(1-f).$$
They agree at $\theta_c$, where the energies are equal. The spherical cap leaves out pinning at the line edges, which can elongate a real drop on grooves.

## Proposition 3: rectangular grooves

Let parallel lines have width $w$, spacing $s$ and height $h$. One period has projected width $w+s$, so
$$f=\frac{w}{w+s},\qquad r=1+\frac{2h}{w+s}.$$
Then $1-f=s/(w+s)$ and $r-f=(s+2h)/(w+s)$, and Theorem 1 becomes
$$\cos\theta_c=-\frac{s}{s+2h}.\tag{2}$$
The line width drops out. Write $m=|\cos\theta|$ for $\theta>90^\circ$. Suspension is favoured when $m(s+2h)>s$, that is, when
$$h>\frac s2\left(\frac1m-1\right).\tag{3}$$

Equality of two energies would mean little if a third state lay below both.

*For $90^\circ<\theta<135^\circ$, among states uniform along the groove, with gas pockets inside it, the lowest is the Wenzel or the Cassie-Baxter state.*

**Proof.** Start from the wetted groove and open a gas pocket that dries a perimeter length $\ell$. Drying recovers $\gamma m\ell$ per groove length, and a meniscus of length $d$ costs $\gamma d$:
$$E=\gamma(d-m\ell).$$
For given end points a straight meniscus is shortest, and it fits inside the rectangular groove. Liquid left inside a pocket adds meniscus and wetted-wall energy, both positive, so removing it lowers the energy. Three kinds of pocket remain.

1. Both ends lie on the same wall or on the floor. Then $d=\ell$ and $E=\gamma(1-m)\ell>0$.
2. The pocket fills a bottom corner, drying lengths $a$ and $b$. Since $2(a^2+b^2)\ge(a+b)^2$, we have $d\ge\ell/\sqrt2$. For $\theta<135^\circ$, $m<1/\sqrt2$, so $E>0$.
3. The meniscus joins the two walls at heights $a_1\ge a_2$ above the floor. Raising $a_2$ to $a_1$ shortens $d$ and lengthens $\ell$, so it lowers $E$. With both heights equal to $a$, $E=\gamma[s-m(s+2a)]$, which falls until $a=h$. This is the Cassie-Baxter state.

A pocket of the third kind includes the whole floor, so there can be at most one. Any others add positive energy. The minimum is therefore zero (Wenzel) or $\gamma[s-m(s+2h)]$ (Cassie-Baxter), whichever is lower. ∎

**Failure for shallow grooves.** Suppose (2) gives $\theta_c>135^\circ$. Let a corner pocket dry one full wall and a floor length $b$. Its energy $\gamma[\sqrt{h^2+b^2}-m(h+b)]$ is stationary when $b/\sqrt{h^2+b^2}=m$, or $b=hm/\sqrt{1-m^2}$. Substitution gives, for two such corners,
$$E=2\gamma h\left(\sqrt{1-m^2}-m\right),$$
which is negative for $m>1/\sqrt2$. The pockets fit: at $\theta_c$, $2h=s(1-m)/m$, so $2b=s\sqrt{(1-m)/(1+m)}<s$. A state with gas in the corners then lies below both states of Theorem 1.

For $s=40$ nm and $h=6$ nm, (2) gives $m=40/52=0.769$ and $\theta_c=140.3^\circ$. The corner state has $E/\gamma=12(0.639-0.769)=-1.56$ nm, while the other two have zero. Equation (2) still locates their equality, but no longer a change of the lowest state.

## Proposition 4: equality is not a collapse threshold

*For $\theta>90^\circ$, straight descent of the meniscus into the groove has a barrier $2h\gamma m$ per groove length, on either side of $\theta_c$.*

**Proof.** At depth $z<h$ the meniscus still has width $s$, but a wall length $2z$ has been wetted. The energy has risen by $2z\gamma m$. At the floor the meniscus disappears, which releases $\gamma s$, and the floor is wetted, which costs $\gamma ms$. The net release is $\gamma s(1-m)=\gamma s(1+\cos\theta)$. The total change, $2h\gamma m-\gamma s(1-m)=\gamma[m(s+2h)-s]$, agrees with (1) multiplied by the period. ∎

This is the barrier of one path; a lower path is not excluded. For $\theta<90^\circ$ descent lowers the energy from the start.

**Intrusion pressure.** If the liquid pressure exceeds the gas pressure by $p$, descent by $dz$ yields work $ps\,dz$ against the cost $2\gamma m\,dz$. The liquid enters when
$$p>p_{\max}=\frac{2\gamma m}{s}.\tag{4}$$
The meniscus shape gives the same result. Pinned at the top edges, it is an arc of radius $\gamma/p$ that leaves each edge at an angle $\beta$ below the horizontal, with $\sin\beta=ps/(2\gamma)$. Its angle to the vertical wall is $90^\circ+\beta$. The contact line moves down when this reaches $\theta$, hence when $\sin\beta=m$. This assumes that the sagging arc has not already touched the floor.

**What happens at $\theta_c$.** Suppose a stretch of groove has already filled. Moving its end front by $dx$ leaves the front's own area unchanged and converts a projected area $(w+s)\,dx$ from suspended to wetted. The energy changes by $(e_W-e_C)(w+s)\,dx$. Without contact-angle hysteresis, and if gas can flow freely out of and into the groove along its length, the front advances for $\theta<\theta_c$ and retreats for $\theta>\theta_c$. The critical angle thus decides the fate of a breach, not whether one forms.

## Example: water on a patterned low-k dielectric

Take $w=s=40$ nm and $h=80$ nm, with a rough surface tension of 72 mN/m for water. Then $f=40/80=0.5$ and $r=1+160/80=3$, so
$$\cos\theta_c=-\frac{0.5}{2.5}=-0.20,\qquad\theta_c=101.5^\circ .$$
Both apparent cosines at this point are $3(-0.20)=-0.60$, an apparent angle of $126.9^\circ$.

Two intrinsic angles, with the geometry held fixed, represent weaker and stronger hydrophobic repair of the dielectric.

**At $95^\circ$**, $m=0.0872$. The energies are $e_W=3(72)(0.0872)=18.8$ mN/m and $e_C=0.5(72)(0.0872)+36=39.1$ mN/m. The wetted state is lower by 20.3 mN/m. The apparent angles are $105.2^\circ$ (Wenzel) and $122.9^\circ$ (Cassie-Baxter), and the total energy of the wetted drop is 7.3% below that of the suspended one. By (3), suspension would be favoured only for lines taller than about 210 nm.

Even so, a suspended meniscus can persist. The straight-descent barrier is $2(80\ \mathrm{nm})(72\ \mathrm{mN/m})(0.0872)=6.3$ eV per nanometre of groove. A 40 nm length costs about 250 eV before its end faces are counted, against a thermal energy of 0.026 eV at 298 K. Thermal motion will not drive this path. The intrusion pressure is 314 kPa.

**At $105^\circ$**, $m=0.2588$, $e_W=55.9$ mN/m and $e_C=45.3$ mN/m. Suspension is now lower by 10.6 mN/m. The apparent angles are $140.9^\circ$ (Wenzel) and $129.0^\circ$ (Cassie-Baxter): here the state with the larger apparent angle is the less stable one, as Lemma 2 requires. The minimum height is $20(1/0.2588-1)=57$ nm, which the 80 nm lines exceed. The intrusion pressure is 932 kPa.

## Corrections for the same groove

**A different floor.** If walls and floor have different angles, equality reads $-(2h\cos\theta_{\rm wall}+s\cos\theta_{\rm floor})=s$, so
$$\cos\theta_{\rm wall}=-\frac{s(1+\cos\theta_{\rm floor})}{2h}.$$
A floor at $60^\circ$ requires $\cos\theta_{\rm wall}=-40(1.5)/160=-0.375$, or walls at $112.0^\circ$. Walls at $105^\circ$ then no longer favour suspension.

**Liquid overpressure.** Filling the groove yields extra work $psh$. With a flat suspended meniscus, $\gamma m(s+2h)=\gamma s+psh$, hence
$$\cos\theta_c\simeq-\frac{s}{s+2h}\left(1+\frac{ph}{\gamma}\right).$$
Let the liquid be at atmospheric pressure, 101.3 kPa. If trapped air dissolves away and leaves water vapour, with a rough vapour pressure of 3 kPa, then $p=98.3$ kPa and $ph/\gamma=0.109$. The critical angle becomes $102.8^\circ$; using the circular meniscus instead of the flat one does not change these digits. The pressure inside a drop of 1 mm radius, 144 Pa, shifts the angle by only $0.002^\circ$.

**Contact lines and wall shape.** A line tension $\tau$ adds $2\tau$ to the suspended state per groove length. For a rough magnitude of 10 pN, taken positive, $\theta_c=101.6^\circ$; a negative sign shifts it the other way. Ten per cent more wall area gives $\cos\theta_c=-40/(40+176)$ and $100.7^\circ$. A $3^\circ$ taper that narrows the floor, at fixed top opening, gives $102.0^\circ$.

**Bending.** Let a pressure $p$ act on one side of a line of Young modulus $Y$. The bending moment at height $z$ is $p(h-z)^2/2$ per groove length, and the second moment of area is $w^3/12$. The curvature at $z$ is the moment divided by $Yw^3/12$. Over a length $dz$ it tilts the part above by the curvature times $dz$, which shifts the top by $h-z$ times that tilt. In total the top moves by
$$\delta=\frac{12}{Yw^3}\int_0^h\frac{p(h-z)^3}{2}\,dz=\frac{3ph^4}{2Yw^3}.$$
For a rough $Y=5$ GPa and $p=932$ kPa, $\delta=0.18$ nm, small beside the 40 nm space. This counts the pressure alone. If the pressure is one-sided because the neighbouring groove is still suspended, its meniscus also pulls the top edge in the same direction, with a horizontal force $F=\gamma\cos\beta$ per groove length, equal to $\gamma\sin\theta$ at the intrusion pressure. Its moment at height $z$ is $F(h-z)$, so the same integration gives $4Fh^3/(Yw^3)$, about 0.45 nm at $105^\circ$. This exceeds the pressure term, but the sum of about 0.6 nm is still small beside the space. Since $h$ is just twice $w$, these slender-beam values are estimates of size.

**The real case.** Trenches tens of nanometres wide with heights about twice their width are in the regime of dense interconnects. Repaired methyl-bearing low-k surfaces have water angles of very roughly $90^\circ$ to $100^\circ$, so $105^\circ$ is on the high side. The assumption most at risk is that of one intrinsic angle: plasma processing can leave walls hydrophilic, and the floor may be another material. Of the corrections calculated here, the hydrophilic floor is the largest, moving the required wall angle from $101.5^\circ$ to $112.0^\circ$. Uptake of water by open pores and contact-angle hysteresis are outside the model. Condition (3) tells which state of a rinse liquid has the lower energy if the walls and floor share a known angle between $90^\circ$ and $135^\circ$, the pores are sealed and the pressures are nearly equal; it does not by itself guarantee a dry trench. The numerical output below gives the values to further digits.

## Numbers as computed

```
Line width, space, height: 40, 40, 80 nm
Surface tension (rough input): 72 mN/m
Top fraction f: 0.500; roughness r: 3.000
Critical cosine: -0.2000
Critical intrinsic angle: 101.54 deg
Same angle from counted faces: 101.54 deg
Counted, pillar test relief: 118.57 deg
Counted, pit test relief: 97.18 deg
Common apparent angle at critical point: 126.87 deg
--- Intrinsic angle: 95 deg
Cosine of intrinsic angle: -0.0872
Wenzel energy: 18.83 mN/m
Cassie-Baxter energy: 39.14 mN/m
Wenzel minus Cassie-Baxter: -20.31 mN/m
Apparent angle, Wenzel: 105.2 deg
Apparent angle, Cassie-Baxter: 122.9 deg
Drop energy ratio, Wenzel/Cassie-Baxter: 0.9272
Minimum height favouring suspension: 209.5 nm
Straight-descent barrier: 6.27 eV/nm
Intrusion pressure: 314 kPa
--- Intrinsic angle: 105 deg
Cosine of intrinsic angle: -0.2588
Wenzel energy: 55.90 mN/m
Cassie-Baxter energy: 45.32 mN/m
Wenzel minus Cassie-Baxter: 10.59 mN/m
Apparent angle, Wenzel: 140.9 deg
Apparent angle, Cassie-Baxter: 129.0 deg
Drop energy ratio, Wenzel/Cassie-Baxter: 1.0200
Minimum height favouring suspension: 57.3 nm
Straight-descent barrier: 18.61 eV/nm
Intrusion pressure: 932 kPa
Thermal energy at 298 K: 0.0257 eV
--- Limits and neglected effects
Shallow groove height (space 40 nm): 6 nm
Shallow groove, two-state angle: 140.3 deg
Its corner-air energy/gamma: -1.56 nm
Floor angle: 60 deg
Wall angle then needed: 112.0 deg
Overpressure after loss of air: 98.3 kPa
Critical angle after loss of air: 102.82 deg
Pressure in drop of 1 mm radius: 144 Pa
Critical-angle shift by drop pressure: 0.0019 deg
Line tension (rough input): 10 pN
Critical angle with line tension: 101.62 deg
Critical angle, 10% extra wall area: 100.67 deg
Critical angle, 3 deg wall taper: 102.04 deg
Young modulus (rough input): 5 GPa
Bending under 105 deg intrusion pressure: 0.18 nm
```
